Where QED-HF and Lang-Firsov Mean Fields Succeed in a Cavity Dimer

**Problem**

One spin-up and one spin-down electron occupy two sites a distance R apart. The electronic Hamiltonian H_e has hopping −t, with t > 0, and on-site repulsion U, with 0 < U < 2t. A single cavity mode of frequency ω is polarized along the axis. In atomic units, without zero-point energy, the length-gauge Hamiltonian is

H = H_e + ωb†b − √(ω/2) λd(b + b†) + ½λ²d².

Here λ² = 4π/V_m, where V_m is the effective mode volume. With site 1 at +R/2 and electron charge −1, d = −(R/2)D, where D = n₁ − n₂. Defining W = λ²R²/4 gives

H = H_e + ωb†b + √(ωW/2) D(b + b†) + (W/2)D².

QED-HF uses one determinant times a photon state. Variational Lang-Firsov (VLF) first displaces the photon by a fraction f of its D-dependent shift, then uses a determinant times a coherent state. The two spins may have different orbitals.

(a) Find both mean-field energies and the QED-HF orbital gap.
(b) Split their errors into a determinant part and a photon part, and bound them.
(c) For t = 1.2 eV, U = 1.0 eV and R = 2.0 Å, find where each total error is below 0.10 eV.

**Hints**

1. For a fixed determinant, complete the square in b.
2. A hop changes D by 2. What does it do to a photon displacement proportional to D?
3. Compare each mean field with a correlated electronic state that has the same photon dressing.
4. For low frequencies, write the mode as a particle with kinetic energy p²/2.

**Solution (a): the mean-field energies**

Give spin σ the orbital (cos θ_σ, sin θ_σ), and set p_σ = cos 2θ_σ and s_σ = sin 2θ_σ ≥ 0. A relative phase would only weaken the hopping energy. The site occupations are (1 ± p_σ)/2, so

⟨H_e⟩ = −t(s↑ + s↓) + (U/2)(1 + p↑p↓).

Let κ = √(W/2ω), so that ωκ = √(ωW/2) and ωκ² = W/2. For a fixed determinant the photon terms are

ωb†b + ωκ⟨D⟩(b + b†) = ω(b† + κ⟨D⟩)(b + κ⟨D⟩) − (W/2)⟨D⟩².

The best photon state is therefore coherent, and the cavity contributes (W/2)(⟨D²⟩ − ⟨D⟩²). Each electron contributes ±1 to D, with variance 1 − p_σ² = s_σ². The cavity energy is (W/2)(s↑² + s↓²), which does not depend on ω.

For VLF, apply exp[−fκD(b† − b)], which replaces b by b − fκD. The D² terms become

(W/2)f² − Wf + W/2 = (W/2)(1 − f)²,

and the linear coupling is multiplied by 1 − f. A hop that raises D by 2 acquires the factor exp[2fκ(b† − b)]. Its vacuum average is exp[−(2fκ)²/2] = exp(−f²W/ω). A real coherent displacement leaves this average unchanged; an imaginary one adds a phase and costs energy. Define

T = t exp(−f²W/ω), G = W(1 − f)², V = U + 2G.

Eliminating the coherent displacement as before gives

E = −T(s↑ + s↓) + (U/2)(1 + p↑p↓) + (G/2)(s↑² + s↓²).

Since p↑p↓ ≥ −(p↑² + p↓²)/2, the U term is at least (U/4)(s↑² + s↓²). Hence

E ≥ Σ_σ [−Ts_σ + (V/4)s_σ²].

Equality holds for p↓ = −p↑. Minimizing over 0 ≤ s ≤ 1 gives s = min(1, 2T/V) and

e_HF(T,V) = −2T + V/2 for V ≤ 2T,
e_HF(T,V) = −2T²/V for V > 2T.

This is the Hartree-Fock energy of a Hubbard dimer with hopping T and repulsion V. QED-HF is the case f = 0. VLF minimizes over f, so it cannot lie above QED-HF. At the orbital optimum E = −2Ts + (V/2)s², and stationarity in f reads

4fWTs/ω − 2W(1 − f)s² = 0, hence f = ω/(ω + 2T/s).

T and s depend on f, so this is a self-consistency condition; the lowest solution is taken.

For the orbital gap, let X and Z be the Pauli matrices in the site basis and ρ = ½(1 + sX + pZ) the density matrix of one spin. The cavity energy per spin is (W/2)(1 − tr ρZρZ), whose derivative contains −WZρZ. With ZρZ = ½(1 − sX + pZ), the Fock matrix is, up to a constant,

F = −(t − Ws/2)X − ½(U + W)pZ.

For s = 1 the gap is 2t − W. In the broken-symmetry solution t = s(U + 2W)/2, so F = −½(U + W)(sX + pZ) and the gap is U + W. These values refer to the dipole measured from the midpoint. Replacing Z by Z + c leaves the energy unchanged but adds Wc² to the gap, that is λ²a² for an origin shift a. In the broken-symmetry solution the gap also differs from the frozen-orbital difference E(3) + E(1) − 2E(2) = U + Ws² (1.46 eV against 3.0 eV at W = 2 eV). The orbital gap is therefore not an observable.

**Solution (b): what the errors contain**

In the dimer, the covalent singlet and the symmetric ionic state have energies 0 and V and are coupled by −2T. The exact ground energy is

e_d(T,V) = ½[V − √(V² + 16T²)].

Let C(T,V) = e_HF(T,V) − e_d(T,V) ≥ 0. Then

E_MF − E_exact = C(T,V) + [e_d(T,V) − E_exact].

The first term is the determinant error. The second is the photon error. It is non-negative because the correlated dimer state times the displaced-frame vacuum is a valid trial state, in which the residual linear coupling averages to zero.

High frequency. The cavity terms in H equal ω(b† + κD)(b + κD) ≥ 0, so E_exact ≥ e_d(t,U). Choosing f = 1 and s = 1 in VLF gives at most −2t exp(−W/ω) + U/2, and 1 − exp(−x) ≤ x. Therefore

VLF error ≤ C(t,U) + 2tW/ω.

For QED-HF, the choice s = 1 gives an error of at most C(t,U) + W. When U + 2W ≤ 2t, this value is reached as ω → ∞. The photon then follows each hop, which a product state in the original frame cannot describe.

Low frequency. With Q = √(ω/2)(b + b†),

H = H_e + p²/2 + ½(Q + √W D)² − ω/2.

Here p is the momentum conjugate to Q/ω. Dropping p²/2 can only lower the energy, so E_exact ≥ min_Q E_Q − ω/2, where E_Q is the ground energy of H_e + ½(Q + √W D)² at fixed Q and E₀ is its value at Q = 0. It must be shown that E_Q ≥ E₀.

Exchange the site labels for the down electron, so that D = z₁ − z₂ with z = ±1. The repulsion becomes (U/4)(z₁ − z₂)². Write the real ground state as a 2×2 matrix M = KΣLᵀ (singular value decomposition, singular values σᵢ), and set P = KΣKᵀ and P′ = LΣLᵀ. For symmetric A and B, with a = KᵀAK and b = LᵀBL,

⟨A⊗B⟩ = Σᵢⱼ σᵢσⱼaᵢⱼbᵢⱼ ≤ ½[tr(PAPA) + tr(P′BP′B)].

Also ⟨A²⊗1⟩ = tr(P²A²) and ⟨1⊗B²⟩ = tr(P′²B²). Hence ⟨(A₁ − B₂)²⟩ in M is at least the mean of ⟨(A₁ − A₂)²⟩ in P and ⟨(B₁ − B₂)²⟩ in P′. Take A = √W Z + Q and B = √W Z: Q cancels from both differences. The repulsion obeys the same inequality with A = B = Z, and the hopping energy in M equals the mean of its values in P and P′. So E_Q ≥ E₀.

At Q = 0 the ionic states, with D² = 4, are raised by 2W, so E₀ = e_d(t,U+2W). Thus

C(t,U+2W) ≤ QED-HF error ≤ C(t,U+2W) + ω/2.

A slow photon leaves QED-HF with its determinant error alone. VLF joins it there: 2T/s ≥ V ≥ U gives f ≤ ω/(ω + U), so f → 0 and T → t as ω → 0.

**Solution (c): the numbers**

Take W = 1 eV and ω = 3 eV, where E_exact = −1.5925 eV. For QED-HF, V = 3 eV exceeds 2t = 2.4 eV, so

E = −2(1.2)²/3 = −0.960 eV.

The error is 0.6325 eV, of which 0.370 eV is determinant error. For VLF, f = 0.5834, so T = 1.2 exp(−0.11345) = 1.0713 eV and V = 1 + 2(0.4166)² = 1.3471 eV. Then

E = −2(1.0713) + 1.3471/2 = −1.469 eV.

The error is 0.123 eV, of which 0.103 eV is determinant error. Other total errors, all in eV, are:

| W | ω | QED-HF | VLF |
|---|---|---|---|
| 0.1 | 0.1 | 0.076 | 0.072 |
| 0.1 | 10 | 0.133 | 0.053 |
| 1 | 0.1 | 0.383 | 0.361 |
| 1 | 10 | 0.817 | 0.066 |
| 4 | 1 | 0.342 | 0.305 |
| 4 | 3 | 0.538 | 0.365 |
| 4 | 10 | 1.014 | 0.126 |

At W = 4 eV the VLF error is largest, among the frequencies computed, at ω = 3 eV. From 1 to 3 eV its determinant part changes little (0.297 to 0.289 eV), while its photon part grows from 0.008 to 0.076 eV. There f = 0.50.

**QED-HF.** Since C(t,U) = 0.0515 eV, the bound C(t,U) + W keeps the error below 0.10 eV at every frequency for W < 0.0485 eV. The method fails at every frequency once C(t,U+2W) > 0.10 eV. For V ≤ 2t,

C = ½√(V² + 16t²) − 2t = 0.10 eV gives V² = 25 − 23.04 = 1.96 eV²,

so V = 1.4 eV and W = 0.20 eV. In between, the frequency decides: the error is below 0.10 eV for ω below 1.55 eV at W = 0.10 eV, and below 0.42 eV at W = 0.15 eV.

**VLF.** At W = 0.10, 0.15 and 0.19 eV its largest errors over the scanned frequencies are 0.074, 0.086 and 0.097 eV, all at the low-frequency end. As ω → 0 its error tends to C(t,U+2W), so for W between 0.20 and 13.7 eV it fails at low enough frequency. For W = 0.5, 1 and 2 eV it is accurate above ω = 1.88, 4.16 and 7.65 eV, roughly ω > 4W in this range of W only; the ratio of threshold frequency to W drops to 2.4 at W = 0.3 eV, 3.3 at 4 eV and 2.4 at 12 eV. Each scan found one crossing, and the high-frequency bound covers frequencies beyond the scan.

These couplings need very small mode volumes. W = 1 eV is 0.0367 hartree, and V_m = πR²/W (atomic units) is then 181 Å³. W = 4, 13.7 and 60 eV correspond to 45, 13 and 3 Å³, comparable to or smaller than the dimer itself; these cases are formal limits of the model, not descriptions of a real cavity. The thresholds belong to this one-mode model, its parameters and the chosen tolerance. The numerical check compares the formulas with diagonalization and explicit trial states.

**Variation 1: weak coupling**

*Find dE/dW at W = 0.* For QED-HF, E = −2t + U/2 + W, so the slope is 1. For VLF, s = 1 and f = ω/(ω + 2t) to leading order, so the slope is

(1 − f)² + 2tf²/ω = (4t² + 2tω)/(ω + 2t)² = 2t/(2t + ω).

For the exact energy, let η = ∂e_d(t,U)/∂U = ½[1 − U/√(U² + 16t²)] be the ionic weight. The D² term gives 2ηW. D turns the symmetric ionic state into twice the antisymmetric one, which has energy U. With Ω = U − e_d(t,U), one-photon exchange gives −(ωW/2)(4η)/(Ω + ω). The sum has slope

2ηΩ/(Ω + ω).

At ω = 2 eV the slopes are 1.000 (QED-HF), 0.545 (VLF) and 0.475 (exact). As U → 0, η → ½ and Ω → 2t, and the VLF slope becomes exact.

**Variation 2: very strong coupling**

*Does a small error at huge W mean that QED-HF is accurate?* No. C(t,U+2W) falls below 0.10 eV again above W = 13.7 eV, but the energy itself is vanishing. The total error is that small only for a slow mode: at W = 14 eV the QED-HF error is 0.099, 0.105 and 0.379 eV at ω = 0.1, 1 and 10 eV, and at W = 20 eV the VLF error is 0.072, 0.196 and 0.071 eV at ω = 1, 20 and 80 eV.

At fixed ω, to second order in t, a hop from the covalent singlet reaches an ionic state whose photon energy nω is Poisson distributed with mean 2W and variance 2Wω. The relative spread vanishes as W → ∞, so

E_exact → −4t²/(U + 2W).

QED-HF gives −2t²/(U + 2W), half of this. In VLF, an f that stays finite as W grows makes T exponentially small, so the optimum has f → 0. Then V ≈ U + 2W exceeds 2T, 2T/s = V, and f = ω/(ω + V) ≈ ω/2W; hence f²W/ω ≈ ω/4W → 0, T → t, and the leading energy is the same. The localized determinant is an equal superposition of singlet and triplet, and the triplet gains nothing from hopping. At W = 60 eV and ω = 1 eV, E_exact = −0.0480 eV; QED-HF recovers 49.6% of it and VLF 50.0%.

Computed values

```
t = 1.20 eV, U = 1.00 eV, R = 2.00 angstrom
W = 1 eV is 0.03675 hartree
mode volume at W = 1 eV: 181.0 angstrom^3
bare dimer: exact -1.9515 eV, HF -1.9000 eV
bare determinant error C(t,U) = 0.0515 eV
QED-HF spin symmetry breaks above W = 0.700 eV
QED-HF orbital gap at W = 0.2 eV: 2.2000 eV
QED-HF orbital gap at W = 2.0 eV: 3.0000 eV
W = 0.1 eV: E(QED-HF) -1.8000, C(t,U+2W) 0.0739 eV
W = 0.5 eV: E(QED-HF) -1.4000, C(t,U+2W) 0.2000 eV
W = 1.0 eV: E(QED-HF) -0.9600, C(t,U+2W) 0.3702 eV
W = 4.0 eV: E(QED-HF) -0.3200, C(t,U+2W) 0.2800 eV
Table in eV (f has no unit); err = mean field - exact
   W     w   E_exact  err_QEDHF err_VLF  det_VLF    f
  0.1   0.1   -1.8763    0.0763   0.0723   0.0721  0.0401
  0.1   1.0   -1.8930    0.0930   0.0635   0.0627  0.2959
  0.1   3.0   -1.9124    0.1124   0.0567   0.0562  0.5581
  0.1  10.0   -1.9335    0.1335   0.0528   0.0526  0.8075
  0.1  50.0   -1.9471    0.1471   0.0517   0.0517  0.9543
  0.5   0.1   -1.6093    0.2093   0.1892   0.1865  0.0403
  0.5   1.0   -1.6771    0.2771   0.1277   0.1172  0.3038
  0.5   3.0   -1.7634    0.3634   0.0823   0.0760  0.5688
  0.5  10.0   -1.8627    0.4627   0.0582   0.0570  0.8115
  0.5  50.0   -1.9295    0.5295   0.0523   0.0522  0.9546
  1.0   0.1   -1.3425    0.3825   0.3607   0.3569  0.0337
  1.0   1.0   -1.4441    0.4841   0.2401   0.2063  0.3152
  1.0   3.0   -1.5925    0.6325   0.1234   0.1034  0.5834
  1.0  10.0   -1.7774    0.8174   0.0659   0.0625  0.8166
  1.0  50.0   -1.9076    0.9476   0.0530   0.0529  0.9550
  4.0   0.1   -0.6053    0.2853   0.2820   0.2817  0.0112
  4.0   1.0   -0.6622    0.3422   0.3055   0.2970  0.1226
  4.0   3.0   -0.8583    0.5383   0.3654   0.2891  0.5000
  4.0  10.0   -1.3336    1.0136   0.1260   0.0952  0.8474
  4.0  50.0   -1.7809    1.4609   0.0578   0.0570  0.9573
slopes dE/dW at w = 2.0 eV (no unit):
  QED-HF 1.0000, VLF 0.5455, exact 0.4745
ionic weight 0.3980 (no unit), Omega = 2.9515 eV
largest C(t,V) = 0.4041 eV at V = 4.002 eV
tolerance on total error: 0.10 eV
QED-HF within it at every w for W < 0.0485 eV
QED-HF outside it at every w for W from 0.2000 to 13.697 eV
QED-HF, W = 0.10 eV: good below w = 1.547 eV (1 crossing)
QED-HF, W = 0.15 eV: good below w = 0.416 eV (1 crossing)
VLF, W = 0.50 eV: good above w = 1.878 eV (1 crossing)
VLF, W = 1.00 eV: good above w = 4.159 eV (1 crossing)
VLF, W = 2.00 eV: good above w = 7.651 eV (1 crossing)
VLF, W = 0.10 eV: largest error over scanned w 0.0737 eV
W = 60 eV, w = 1 eV: exact energy -0.04798 eV
  fraction recovered: QED-HF 0.4961, VLF 0.5002
```
